\section*{Optimal number of snapshots per quench in amorphous sampling}

\section{Result and model}

An amorphous solid has no single structure to compute. A property such as the band gap is averaged over several structures, each made by an independent melt-quench simulation, and over several thermal snapshots of each structure. If $n$ quenches supply $m$ snapshots each, the statistical variance of the average at fixed total cost is smallest at
\begin{equation}
m_*=\sqrt{\frac{Q}{S}\,\frac{W}{B}} .
\label{eq:result}
\end{equation}
Here $Q$ is the cost of one quench, $S$ the cost of one snapshot, $B$ the variance between quenches and $W$ the variance within a quench. Both ratios stand under the root. An expensive quench or a large thermal spread calls for more snapshots per quench; a large difference between quenches calls for fewer.

The value from snapshot $j$ of quench $i$ is written
\begin{equation}
X_{ij}=\mu+b_i+w_{ij}.
\label{eq:model}
\end{equation}
The mean $\mu$ is taken over all structures that the chosen quench protocol can produce. The offset $b_i$ is the difference between the thermal mean of structure $i$ and $\mu$, so its average over quenches is zero and its variance is $B>0$. The thermal part $w_{ij}$ has zero mean for every given structure. Its variance $W_i$ may differ from one structure to another, and $W$ is the average of $W_i$ over quenches. No Gaussian distribution is assumed.

Three conditions are used. Quenches are independent. Snapshots of one quench are uncorrelated once the structure is given, a condition relaxed in Section~\ref{sec:corr}. Each structure keeps its identity during sampling: if atoms rearranged so that the cell moved to another amorphous structure, $b_i$ would not be constant.

The cost $S$ includes both the electronic calculation and the molecular dynamics that separates a snapshot from the one before it. The first snapshot is charged the same stretch of dynamics, counted from the end of the quench. The total cost is
\begin{equation}
C=n(Q+mS).
\label{eq:cost}
\end{equation}

\section{Variance of the average}

The mean over the snapshots of quench $i$ is
\begin{equation}
\bar X_i=\mu+b_i+\frac1m\sum_{j=1}^m w_{ij}.
\label{eq:qmean}
\end{equation}
The offset and the thermal part are uncorrelated. Averaging first over snapshots of a given structure, where $b_i$ is a constant, gives $b_i$ times the zero mean of $w_{ij}$; the later average over structures leaves zero. The variances of the two parts therefore add.

For a given structure the cross terms between different snapshots vanish, so
\begin{equation}
\mathrm{Var}\Big(\frac1m\sum_j w_{ij}\,\Big|\,i\Big)
=\frac{1}{m^2}\,mW_i=\frac{W_i}{m}.
\label{eq:within}
\end{equation}
Averaging over structures replaces $W_i$ by $W$. Hence $\mathrm{Var}(\bar X_i)=B+W/m$. The grand mean is the average of $n$ independent values $\bar X_i$, and its variance is
\begin{equation}
V=\frac1n\left(B+\frac Wm\right).
\label{eq:variance}
\end{equation}
Snapshots reduce the second term alone. With $n$ fixed, even infinitely many of them leave $V=B/n$. Counting all $nm$ snapshots as independent would give $(B+W)/(nm)$, which is smaller than Eq.~\eqref{eq:variance} by $B(m-1)/(nm)$ and so understates the error whenever $m>1$.

\section{Minimum at fixed cost}

Let $m$ and $n$ first be continuous. Equation~\eqref{eq:cost} gives $n=C/(Q+mS)$. Inserting this in Eq.~\eqref{eq:variance} and multiplying by $C$ gives
\begin{align}
CV=F(m)&=\left(B+\frac Wm\right)(Q+mS)\nonumber\\
&=BQ+WS+BSm+\frac{WQ}{m}.
\label{eq:F}
\end{align}
The budget has dropped out of $F$, so the best $m$ does not depend on it. By the definition in Eq.~\eqref{eq:result}, $WQ=BSm_*^2$. The last two terms become
\begin{align}
BSm+\frac{WQ}{m}&=\frac{BS}{m}\,(m^2+m_*^2)\nonumber\\
&=\frac{BS}{m}(m-m_*)^2+2BSm_*.
\label{eq:square}
\end{align}
Since $BSm_*=\sqrt{BQ\,WS}$, the constant terms combine into a perfect square:
\begin{equation}
F(m)=\underbrace{\left(\sqrt{BQ}+\sqrt{WS}\right)^2}_{F_*}
+\frac{BS}{m}(m-m_*)^2 .
\label{eq:Fsquare}
\end{equation}
The second term is non-negative and vanishes at $m=m_*$ alone. This proves Eq.~\eqref{eq:result} as a global minimum. Because $C=F(m)/V$, the same $m_*$ minimizes the cost when the variance is prescribed, and that cost is $F_*/V$.

At the optimum the ratio of spending on snapshots to spending on quenches is
\begin{equation}
\kappa=\frac{m_*S}{Q}=\sqrt{\frac{WS}{BQ}}=\frac{W/m_*}{B}.
\label{eq:kappa}
\end{equation}
Money is thus divided in the same ratio as the two contributions to the remaining variance.

The loss from another choice of $m$ follows from Eq.~\eqref{eq:Fsquare}. With $F_*=BQ(1+\kappa)^2$ and $S/Q=\kappa/m_*$,
\begin{equation}
\frac{F(m)}{F_*}-1=\frac{\kappa}{(1+\kappa)^2}
\left(\frac{m}{m_*}+\frac{m_*}{m}-2\right).
\label{eq:loss}
\end{equation}
The prefactor is at most $1/4$, reached at $\kappa=1$. An $m$ wrong by a factor of two in either direction therefore costs at most $12.5\%$ in variance, relative to the continuous optimum. The minimum is flat on a logarithmic scale, so rough inputs can be enough to plan with. Their errors can combine, however: if $Q$, $S$, $B$ and $W$ are each wrong by a factor of two in the least favourable directions, $m$ is wrong by a factor of four and the loss can reach 56\%.

\section{Whole numbers and limiting cases}

For whole $m$, Eq.~\eqref{eq:F} gives
\begin{align}
F(m+1)-F(m)&=BS-\frac{WQ}{m(m+1)}\nonumber\\
&=BS\left[1-\frac{m_*^2}{m(m+1)}\right].
\label{eq:difference}
\end{align}
The bracket increases with $m$. The function falls while $m(m+1)<m_*^2$ and does not fall afterwards. With $n$ still continuous, a best whole number is therefore the smallest positive integer satisfying
\begin{equation}
m(m+1)\ge m_*^2 .
\label{eq:integer}
\end{equation}
Equality means that $m$ and $m+1$ are equally good. When the budget pays for only a few quenches, the whole number $n$ matters as well, and the affordable pairs of $n$ and $m$ should be compared directly in Eq.~\eqref{eq:variance}. With $n$ again continuous, one snapshot per quench suffices when $m_*^2\le2$. This covers cheap quenches, $Q\to0$, and negligible thermal spread, $W\to0$, where the continuous formula would give less than one snapshot.

The opposite limit is $B\to0$, in which all quenches have the same thermal mean. Then $m_*\to\infty$, but at least one quench must be made. If $C<Q+m_*S$, the constraint $n\ge1$ limits $m$ to $(C-Q)/S$, which lies below $m_*$. Since $F$ decreases there, the best continuous plan is one quench with all remaining money spent on snapshots. Such a plan gives no information on $B$: its own data yield the thermal part of the error, but cannot show whether $B$ is really negligible.

\section{Unequal numbers of snapshots}

It remains to ask whether different numbers $m_i$, combined with suitable weights, could do better. Let the estimate be $\sum_{ij}a_{ij}X_{ij}$, with numbers and weights fixed before the data are seen. It is unbiased if $\sum_{ij}a_{ij}=1$. With $A_i=\sum_j a_{ij}$, its variance is
\begin{equation}
V=\sum_i\Big(BA_i^2+W\sum_{j=1}^{m_i}a_{ij}^2\Big)
\ge\sum_i A_i^2\left(B+\frac W{m_i}\right).
\label{eq:weights}
\end{equation}
The inequality holds because $m_i$ numbers with sum $A_i$ have the smallest sum of squares, $A_i^2/m_i$, when they are equal.

Define the information from one quench as $I_i=1/(B+W/m_i)$. The Cauchy--Schwarz inequality gives
\begin{equation}
1=\Big(\sum_iA_i\Big)^2\le
\Big(\sum_i\frac{A_i^2}{I_i}\Big)\Big(\sum_iI_i\Big),
\label{eq:cs}
\end{equation}
so $V\ge1/\sum_iI_i$. By the definition of $F$, $I_i=(Q+m_iS)/F(m_i)$, which is at most $(Q+m_iS)/F_*$. Summing over quenches yields
\begin{equation}
\sum_iI_i\le\frac{C}{F_*},\qquad V\ge\frac{F_*}{C}.
\label{eq:bound}
\end{equation}
No fixed linear plan with an unbiased estimate, equal or unequal, passes the continuous optimum. Unequal numbers can still help to use up a budget that equal whole numbers leave partly unspent.

\section{Example: band gap of an amorphous gate dielectric}

Consider amorphous hafnium dioxide in cells of about a hundred atoms, with semilocal dynamics and hybrid-functional gaps. The following inputs are rough chosen values, not results for the material: $\sqrt B=0.10$~eV, and $\sqrt W=0.15$~eV at 300~K. A quench takes 30~ps at 100 core-hours per ps. A snapshot takes 120 core-hours for the hybrid calculation and 1~ps of dynamics. Thus
\begin{equation}
Q=30\times100=3000,\qquad S=120+100=220
\label{eq:inputs}
\end{equation}
core-hours, and
\begin{equation}
m_*=\sqrt{\frac{3000}{220}\,\frac{0.0225}{0.0100}}
=\sqrt{13.636\times2.25}=5.54 .
\label{eq:number}
\end{equation}
Because $5\times6=30$ is less than $m_*^2=30.68$, while $6\times7=42$ exceeds it, the best whole number is $m=6$. The margin is slight: $F(5)=59.45$ and $F(6)=59.40$~eV$^2$\,core-hours. If the first snapshot needed no dynamics of its own, $Q$ would in effect be 2900 core-hours, $m_*^2$ would be 29.66, and the rule would give five.

A budget of 100000 core-hours pays for 23 quenches at $3000+6\times220=4320$ core-hours each, 99360 in total. The standard error is
\begin{equation}
\sqrt V=\sqrt{\frac{0.0100+0.0225/6}{23}}\ \mathrm{eV}=24.5\ \mathrm{meV}.
\label{eq:se}
\end{equation}
The bound~\eqref{eq:bound}, with $F_*=59.3$~eV$^2$\,core-hours, is 24.4~meV. A dynamic-programming search over plans with up to 40 snapshots per quench finds 24 quenches and 127 snapshots, five or six per quench. It also gives 24.4~meV, so the loss from whole numbers is negligible here.

At fixed cost and continuous $n$, Eq.~\eqref{eq:loss} gives variances above $F_*/C$ by 76\% for $m=1$, 8\% for $m=3$, 13\% for $m=12$ and 39\% for $m=20$. At the optimum $\kappa=0.41$: about 41 core-hours go to snapshots for every 100 spent on quenches. A target error of 20~meV with $m=6$ needs 35 quenches and 151200 core-hours.

\section{Estimating the variances from a pilot run}

The variances are usually unknown beforehand. Let a pilot have $n_0\ge2$ quenches of $m_0\ge2$ snapshots. The sample variance within each quench, with divisor $m_0-1$, averages to $W$. Call its mean over quenches $s_w^2$. The sample variance $s_q^2$ of the $n_0$ quench means, with divisor $n_0-1$, has expectation $B+W/m_0$ by Eq.~\eqref{eq:variance} with $n=1$. For uncorrelated snapshots, an unbiased estimate of $B$ is therefore
\begin{equation}
\hat B=s_q^2-\frac{s_w^2}{m_0}.
\label{eq:pilot}
\end{equation}
Using $s_q^2$ itself as $B$ counts thermal noise as structural disorder. In the example with $m_0=4$, replacing $B$ by $B+W/4$, the expectation of $s_q^2$, lowers the predicted optimum from 5.54 to 4.43.

A small pilot is uncertain even with the subtraction. In 20000 simulated Gaussian pilots of eight quenches with four snapshots each, $\hat B$ was zero or negative in 8.5\% of cases. The number $m$ was then set to a cap of 20, which was also applied to larger predictions. The 10th, 50th and 90th percentiles of the chosen $m$ were 4, 6 and 20. The upper percentile is thus the cap itself. The mean excess of $F(m)$ over $F_*$ was 8\%. This value depends on the cap, which limits the loss from too large an $m$ to the 39\% found above for $m=20$. The 8\% also leaves out the cost of the pilot, $8(3000+4\times220)=31040$ core-hours.

\section{Correlated snapshots}
\label{sec:corr}

Suppose that snapshots a time $\Delta$ apart have thermal correlation $\rho=e^{-\Delta/\tau}$, with the same $\tau$ in every quench, and that snapshots $k$ steps apart have correlation $\rho^k$. There are $m-k$ such pairs. The thermal variance of a quench mean is $Wc_m$, where
\begin{equation}
c_m=\frac1{m^2}\Big[m+2\sum_{k=1}^{m-1}(m-k)\rho^k\Big].
\label{eq:cdef}
\end{equation}
The factor 2 counts both orders of each pair. To evaluate the sum, write $m-k$ as the number of integers $l$ from $k$ to $m-1$ and exchange the order of summation:
\begin{align}
\sum_{k=1}^{m-1}(m-k)\rho^k
&=\sum_{l=1}^{m-1}\sum_{k=1}^{l}\rho^k
=\frac{\rho}{1-\rho}\sum_{l=1}^{m-1}(1-\rho^l)\nonumber\\
&=\frac{\rho}{1-\rho}\left[m-\frac{1-\rho^m}{1-\rho}\right].
\label{eq:sum}
\end{align}
In the last step the term $l=0$, which is zero, was added to the sum. Hence
\begin{equation}
c_m=\frac1m\left[\frac{1+\rho}{1-\rho}
-\frac{2\rho(1-\rho^m)}{m(1-\rho)^2}\right].
\label{eq:c}
\end{equation}
At $\rho=0$ this is $1/m$. As $\rho\to1$, Eq.~\eqref{eq:cdef} gives $c_m\to1$: further snapshots add cost but no information, and $m=1$ is best.

The spacing is now a second variable. With $S=S_e+r\Delta$, where $S_e$ is the electronic cost and $r$ the cost of dynamics per unit time, the function to minimize is
\begin{equation}
F(m,\Delta)=(B+Wc_m)\,[Q+m(S_e+r\Delta)].
\label{eq:joint}
\end{equation}
A wide spacing buys independence with dynamics; a narrow one buys more hybrid calculations of partly repeated information.

For $\tau=0.3$~ps and the spacing of 1~ps used above, $\rho=0.036$. The variance at $m=6$ rises by 1.7\% relative to uncorrelated snapshots, and six remains the best number. A search over whole $m$ and spacings in steps of 0.05~ps puts the joint minimum at $m=6$ and $\Delta=0.75$~ps. It saves 1.3\% relative to $m=6$ and $\Delta=1$~ps with the same $\tau$. The saving is small because 1~ps is near the best spacing for this $\tau$. Vibrational periods in an oxide are roughly 0.04 to 0.4~ps, so the correlation may decay faster; for $\tau=0.05$~ps the minimum lies at $m=7$ and $\Delta\approx0.19$~ps, and the saving is about 11\%.

For $\tau=1$~ps the correlation is 0.37, and the variance at $m=6$ rises by 23\%. At fixed spacing the best number becomes seven. If the spacing is free, the minimum moves to $m=5$ and $\Delta=1.65$~ps, but the saving is still just 2.7\%. In this model and at this longer correlation time, ignoring correlation would misstate the variance by much more than a new plan could save.

Correlation also distorts the pilot estimates. For $\tau=1$~ps and four snapshots 1~ps apart, the expected values of $s_w^2$ and $\hat B$ are 0.0172 and 0.0153~eV$^2$, instead of 0.0225 and 0.0100~eV$^2$. The exponential form is itself an assumption: vibrations can make the correlation oscillate and even turn negative, which changes both the variance and the best spacing. The correlation should therefore be measured along a trajectory before the spacing is chosen.

\section{Temperature, bias and the real material}

Suppose that the gap depends linearly on classical harmonic coordinates $u_k$, with slopes $g_k$ and spring constants $K_k$. Independent modes have $\langle u_k^2\rangle=k_{\mathrm B}T/K_k$ by equipartition, so
\begin{equation}
W=\sum_k g_k^2\langle u_k^2\rangle
=k_{\mathrm B}T\sum_k\frac{g_k^2}{K_k}.
\label{eq:temperature}
\end{equation}
With $B$ and the costs held fixed, $m_*\propto\sqrt T$. Going from 300 to 400~K raises the thermal spread from 0.15 to 0.173~eV and $m_*$ from 5.54 to 6.40. Rule~\eqref{eq:integer} still selects six, but narrowly, since $m_*^2=40.9$ is close to 42. A quadratic coupling that carried a tenth of $W$ at 300~K would contribute a part growing as $T^2$ and make the number seven. This scaling belongs to classical nuclei, as in ordinary molecular dynamics. Quantum motion increases $W$ and weakens its dependence on temperature: for a harmonic mode with a quantum of 40~meV, the contribution to $W$ at 300~K is 1.19 times the classical one, and it grows by 24\% rather than 33\% between 300 and 400~K. Oxygen modes of hafnium dioxide reach about 90~meV, where the factor is 1.85 and the growth only 9\%.

A systematic error $\beta$ of the quench protocol is not part of $V$. The estimate differs from the desired value by $\beta$ plus a fluctuation of zero mean, so the cross term in the mean square vanishes and
\begin{equation}
\text{mean-square error}=V+\beta^2 .
\label{eq:bias}
\end{equation}
For an assumed $\beta=50$~meV, the plan with 23 quenches has a total root-mean-square error of 55.7~meV. With $m=6$ and continuous $n$, the statistical error equals this bias at a budget of about 23800 core-hours, which lies between the costs of five and six quenches. Beyond that point the larger part of the error is one that sampling cannot remove. Slower quenches may then be worth their price. If they raise $Q$ tenfold with $B$, $W$ and $S$ unchanged, $m_*$ grows by a factor of $\sqrt{10}$.

The simulated preparation is far from that of a real gate dielectric. Cooling by a few thousand kelvin in 30~ps means a rate of order $10^{14}$~K/s, whereas device films are grown by deposition at far lower temperatures than the melt. The calculation therefore estimates the mean of a simulated ensemble, and the assumed 50~meV illustrates, but does not determine, its distance from the film. The hybrid functional and the small cell bring further systematic errors, which can add to the quench bias or partly cancel it and are not sized here. The spreads and costs also depend on cell size, functional and computer. The choice of six snapshots belongs to the stated inputs; for another material or protocol, Eq.~\eqref{eq:result} should be evaluated with its own variances and costs.
